# Order-α² Relativistic Energy of Ground-State Helium in a Hylleraas Basis: a program that tests the result

```python
"""
Result under test: the order-alpha^2 (Breit-Pauli) energy of ground-state helium
with a fixed point nucleus is -1.95175 alpha^2 hartree; for He+ (1s) it is -2.
Terms, in units of alpha^2 hartree:
  mass-velocity  -<p1^4 + p2^4>/8
  Darwin         (pi Z/2) <delta(r1) + delta(r2)>
  contact        pi <delta(r12)>   (electron-electron Darwin + spin contact, singlet)
  orbit-orbit    -(1/2) <(1/r12) [p1.p2 + n (n.p1).p2]>,  n = unit vector of r12
Symbols: r1, r2 electron-nucleus distances, u = r12, s = r1 + r2, t = r1 - r2.
The basis spans polynomials in s, t^2, u times exp(-zeta s), for three zetas.
It is built from Laguerre functions of x = s-u, y = u+t, z = u-t.
"Direct" values use the definitions; "identity" values use global relations that
hold for an exact eigenfunction and converge faster. Atomic units throughout.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh

Z = 2.0
SETS = [(1.9, 12), (3.6, 9), (7.0, 6)]      # (zeta, highest total degree)
pi = np.pi


def laguerre_functions(k, nmax, q):
    """exp(-kq/2) L_n(kq) and its first two q-derivatives, n = 0..nmax."""
    x = k * q
    L = np.zeros((3, nmax + 1) + x.shape)
    L[0, 0] = 1.0
    for n in range(nmax):
        L[0, n + 1] = ((2*n + 1 - x) * L[0, n] - n * L[0, n - 1]) / (n + 1)
        L[1, n + 1] = L[1, n] - L[0, n]
        L[2, n + 1] = L[2, n] - L[1, n]
    return np.exp(-x / 2) * np.array([L[0], k * (L[1] - L[0] / 2),
                                      k**2 * (L[2] - L[1] + L[0] / 4)])


def tables(zeta, degree, r1, r2, u):
    return (laguerre_functions(2 * zeta, degree, r1 + r2 - u),
            laguerre_functions(zeta, degree, u + r1 - r2),
            laguerre_functions(zeta, degree, u - r1 + r2))


# ---- quadrature: s = v^2 radially; the (u/s, t/s) triangle with t > 0 is cut in
# ---- two, each part collapsed onto its own particle-coalescence corner
def unit_gauss(n):
    a, b = np.polynomial.legendre.leggauss(n)
    return (a + 1) / 2, b / 2


node, weight = unit_gauss(88)
v_max = np.sqrt(32.0)
s_nodes = (v_max * node)**2
s_weights = 2 * v_max**2 * node * weight
g, wg = unit_gauss(17)
lam, mu = [a.ravel() for a in np.meshgrid(g, g, indexing="ij")]
wlm = np.outer(wg, wg).ravel()
corners = [((0, 0), (1, 0), (.5, .5)), ((1, 1), (1, 0), (.5, .5))]
shape_u, shape_t, shape_w = [], [], []
for V0, A0, B0 in np.array(corners, dtype=float):
    a, b = A0 - V0, B0 - V0
    shape_u.append(V0[0] + lam * (a[0] + mu * (b[0] - a[0])))
    shape_t.append(V0[1] + lam * (a[1] + mu * (b[1] - a[1])))
    shape_w.append(lam * abs(a[0] * b[1] - a[1] * b[0]) * wlm)
shape_u, shape_t, shape_w = map(np.concatenate, (shape_u, shape_t, shape_w))
s = np.repeat(s_nodes, shape_u.size)
u = s * np.tile(shape_u, s_nodes.size)
t = s * np.tile(shape_t, s_nodes.size)
r1, r2 = (s + t) / 2, (s - t) / 2
w = 8 * pi**2 * r1 * r2 * u * s**2 * np.outer(s_weights, shape_w).ravel()
c1 = (s * t + u**2) / (2 * r1 * u)          # cosine between r1 and r1-r2
c2 = (u**2 - s * t) / (2 * r2 * u)          # cosine between r2 and r2-r1
c12 = (r1**2 + r2**2 - u**2) / (2 * r1 * r2)
potential = -Z / r1 - Z / r2 + 1 / u

# ---- overlap and Hamiltonian matrices; the sum of both Laplacians is written
# ---- with position-dependent coefficients of the x, y, z derivatives
labels = [(k, a, b, c) for k, (_, d) in enumerate(SETS) for a in range(d + 1)
          for b in range(d + 1 - a) for c in range(min(b, d - a - b) + 1)]
N = len(labels)
S, H = np.zeros((N, N)), np.zeros((N, N))
for part in np.array_split(np.arange(s.size), 12):
    q1, q2, qu = 2 / r1[part], 2 / r2[part], 4 / u[part]
    e1, e2 = 2 * c1[part], 2 * c2[part]
    kx, ky, kz = q1 + q2 - qu, q1 - q2 + qu, -q1 + q2 + qu
    kxx, kyy, kzz = 4 - e1 - e2, 4 + e1 - e2, 4 - e1 + e2
    kxy, kxz = 2 * e2 - 4, 2 * e1 - 4
    tab = [tables(z, d, r1[part], r2[part], u[part]) for z, d in SETS]
    f, hf = np.empty((2, N, part.size))
    for i, (k, a, b, c) in enumerate(labels):
        X, Y, W = tab[k]
        g00 = Y[0, b] * W[0, c] + Y[0, c] * W[0, b]
        g10 = Y[1, b] * W[0, c] + Y[1, c] * W[0, b]
        g01 = Y[0, b] * W[1, c] + Y[0, c] * W[1, b]
        g20 = Y[2, b] * W[0, c] + Y[2, c] * W[0, b]
        g02 = Y[0, b] * W[2, c] + Y[0, c] * W[2, b]
        f[i] = X[0, a] * g00
        laplacians = (X[0, a] * (ky * g10 + kz * g01 + kyy * g20 + kzz * g02)
                      + X[1, a] * (kx * g00 + kxy * g10 + kxz * g01)
                      + X[2, a] * kxx * g00)
        hf[i] = potential[part] * f[i] - laplacians / 2
    f_weighted = f * w[part]
    S += f_weighted @ f.T
    H += f_weighted @ hf.T
del f, hf, f_weighted, tab
scale = 1 / np.sqrt(np.diag(S))
S = (S + S.T) / 2 * np.outer(scale, scale)
H = H * np.outer(scale, scale)
assert np.max(np.abs(H - H.T)) < 1e-6       # Hermitian without being forced to be
H = (H + H.T) / 2


def ground_state(reduction):
    """Lowest state when each highest degree is lowered by 'reduction'."""
    keep = [i for i, (k, a, b, c) in enumerate(labels)
            if a + b + c <= SETS[k][1] - reduction]
    ev, U = eigh(S[np.ix_(keep, keep)])
    good = ev > 1e-13 * ev[-1]              # drop numerically dependent directions
    X = U[:, good] / np.sqrt(ev[good])
    e, y = eigh(X.T @ H[np.ix_(keep, keep)] @ X, subset_by_index=[0, 0])
    coef = (X @ y[:, 0]) * scale[keep]
    tensors = [np.zeros((d + 1,) * 3) for _, d in SETS]
    for i, co in zip(keep, coef):
        k, a, b, c = labels[i]
        tensors[k][a, b, c] += co
        tensors[k][a, c, b] += co
    return len(keep), e[0], tensors


def derivatives(tensors, r1, r2, u, order):
    """x,y,z partial derivatives of psi up to the given total order."""
    D = {}
    for (zeta, d), C in zip(SETS, tensors):
        X, Y, W = tables(zeta, d, r1, r2, u)
        for r in range(order + 1):
            A = np.tensordot(C, W[r], axes=(2, 0))
            for q in range(order + 1 - r):
                B = np.einsum("abp,bp->ap", A, Y[q])
                for p in range(order + 1 - r - q):
                    D[p, q, r] = D.get((p, q, r), 0) + np.sum(B * X[p], axis=0)
    return D


def fields(tensors, r1, r2, u, c1, c2):
    """psi, its r1, r2, u derivatives and the two electron Laplacians."""
    D = derivatives(tensors, r1, r2, u, 2)
    x, y, z = D[1, 0, 0], D[0, 1, 0], D[0, 0, 1]
    xx, yy, zz = D[2, 0, 0], D[0, 2, 0], D[0, 0, 2]
    xy, xz, yz = D[1, 1, 0], D[1, 0, 1], D[0, 1, 1]
    p1, p2, pu = x + y - z, x - y + z, -x + y + z
    p11 = xx + yy + zz + 2 * (xy - xz - yz)
    p22 = xx + yy + zz + 2 * (-xy + xz - yz)
    puu = xx + yy + zz + 2 * (-xy - xz + yz)
    p1u, p2u = -xx + yy - zz + 2 * xz, -xx - yy + zz + 2 * xy
    common = puu + 2 * pu / u
    lap1 = p11 + 2 * p1 / r1 + common + 2 * c1 * p1u
    lap2 = p22 + 2 * p2 / r2 + common + 2 * c2 * p2u
    return D[0, 0, 0], p1, p2, pu, lap1, lap2


def orbit_orbit(p1, p2, pu):
    dot = c12 * p1 * p2 - c1 * p1 * pu - c2 * p2 * pu - pu**2
    along = -(c1 * p1 + pu) * (c2 * p2 + pu)
    return -0.5 * np.sum(w * (dot + along) / u)


# ---- spin algebra of the singlet and the contact coefficient
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
singlet = np.array([0, 1, -1, 0]) / np.sqrt(2)
s1s2 = sum(singlet @ np.kron(m, m) @ singlet for m in pauli).real / 4
transverse = quad(lambda x: 0.5 * (1 - x * x), -1, 1)[0]
contact_factor = -pi - 4 * pi * transverse * s1s2
assert abs(contact_factor - pi) < 1e-12


def expectations(E, tensors):
    psi, p1, p2, pu, lap1, lap2 = fields(tensors, r1, r2, u, c1, c2)
    rho = w * psi**2
    grad = w * (p1**2 + p2**2 + 2 * pu**2 + 2 * pu * (c1 * p1 + c2 * p2))
    inv = 1 / r1 + 1 / r2
    residual = -(lap1 + lap2) / 2 + (potential - E) * psi
    R = {"norm": rho.sum(), "T": grad.sum() / 2, "V": (rho * potential).sum()}
    R["variance"] = np.sum(w * residual**2)
    R["gap_n"] = np.sum(w * psi * inv * residual) / pi
    R["gap_e"] = np.sum(w * psi / u * residual) / (2 * pi)
    R["p4"] = np.sum(w * (lap1**2 + lap2**2))
    zero = np.zeros_like(s_nodes)
    at_nucleus = derivatives(tensors, zero, s_nodes, s_nodes, 0)[0, 0, 0]
    h = s_nodes / 2
    at_electron = derivatives(tensors, h, h, zero, 0)[0, 0, 0]
    R["dn"] = 8 * pi * np.sum(s_weights * s_nodes**2 * at_nucleus**2)
    R["de"] = 4 * pi * np.sum(s_weights / 2 * h**2 * at_electron**2)
    R["oo"] = orbit_orbit(p1, p2, pu)
    # the same quantities from identities valid for an exact eigenfunction
    k = E - potential
    R["p4g"] = np.sum(4 * rho * k**2 - 2 * w * lap1 * lap2)
    R["dng"] = np.sum(4 * rho * k * inv - 2 * grad * inv) / (4 * pi)
    R["deg"] = np.sum((2 * rho * k - grad) / u) / (4 * pi)
    for tag in ("", "g"):
        R["terms" + tag] = np.array([-R["p4" + tag] / 8, pi * Z / 2 * R["dn" + tag],
                                     contact_factor * R["de" + tag], R["oo"]])
    return R


runs = []
for reduction in (4, 2, 0):
    size, E, tensors = ground_state(reduction)
    runs.append((size, E, expectations(E, tensors)))
size, E, R = runs[-1]
terms, terms_g = R["terms"], R["termsg"]
total, total_g = terms.sum(), terms_g.sum()

# ---- tests of the wave function
assert abs(R["norm"] - 1) < 1e-7
assert abs(R["T"] + R["V"] - E) < 1e-7
assert abs(2 * R["T"] + R["V"]) < 1e-5
assert R["variance"] < 1e-4
# a larger space may not raise the energy; 1e-9 hartree allows for rounding
assert runs[0][1] > runs[1][1] - 1e-9 and runs[1][1] > runs[2][1] - 1e-9
# the two roads to each delta density differ only through (H-E)psi
for _, _, q in runs:
    assert abs(q["dn"] - q["dng"] - q["gap_n"]) < 1e-6
    assert abs(q["de"] - q["deg"] - q["gap_e"]) < 1e-6

# ---- tests of the helium result; coalescence values converge more slowly
assert abs(R["p4"] - R["p4g"]) / 8 < 1e-4
assert abs(R["dn"] - R["dng"]) < 1e-4
assert abs(R["de"] - R["deg"]) < 2e-5
assert abs(total - total_g) < 1e-4
assert abs(total_g - runs[1][2]["termsg"].sum()) < 1e-4
assert abs(total + 1.95175) < 1e-4
assert abs(total_g + 1.95175) < 1e-5

# ---- Laplacian of electron 1 against Cartesian finite differences
P1, P2, step = np.array([.9, .2, .1]), np.array([-.3, .7, .4]), 5e-3
moved = np.array([P1] + [P1 + sg * step * e for e in np.eye(3) for sg in (1, -1)])
d1 = np.linalg.norm(moved, axis=1)
d2 = np.full(7, np.linalg.norm(P2))
d12 = np.linalg.norm(moved - P2, axis=1)
val = derivatives(tensors, d1, d2, d12, 0)[0, 0, 0]
lap_fd = (val[1:].sum() - 6 * val[0]) / step**2
k1 = (d1**2 + d12**2 - d2**2) / (2 * d1 * d12)
k2 = (d2**2 + d12**2 - d1**2) / (2 * d2 * d12)
lap_formula = fields(tensors, d1, d2, d12, k1, k2)[4][0]
assert abs(lap_fd - lap_formula) < 2e-3 * abs(val[0])

# ---- orbit-orbit: gradient form against the operator acting on a trial function
zt, ct = 1.8, 0.4


def trial(a, b):
    na, nb, nab = [np.sqrt(np.sum(q * q, axis=0)) for q in (a, b, a - b)]
    return np.exp(-zt * (na + nb)) * (1 + ct * nab)


sine = np.sqrt(np.clip(1 - c12**2, 0, None))
vec1 = np.array([r1, 0 * r1, 0 * r1])
vec2 = np.array([r2 * c12, r2 * sine, 0 * r2])
unit = (vec1 - vec2) / np.sqrt(np.sum((vec1 - vec2)**2, axis=0))
hh = 1e-3 * np.minimum(np.minimum(r1, r2), u)
mixed = 0
for e in [np.eye(3)[:, [i]] for i in range(3)] + [unit]:
    d = hh * e
    mixed = mixed + (trial(vec1 + d, vec2 + d) - trial(vec1 + d, vec2 - d)
                     - trial(vec1 - d, vec2 + d) + trial(vec1 - d, vec2 - d)) / (4 * hh**2)
base = np.exp(-zt * s)
ft = base * (1 + ct * u)
trial_norm = np.sum(w * ft**2)
oo_operator = np.sum(w * ft * mixed / (2 * u)) / trial_norm
oo_gradient = orbit_orbit(-zt * ft, -zt * ft, ct * base) / trial_norm
assert abs(oo_gradient) > 1e-2
assert abs(oo_operator - oo_gradient) < 1e-4 * abs(oo_gradient) + 1e-6
oo_product = orbit_orbit(-zt * base, -zt * base, 0 * base) / np.sum(w * base**2)
assert abs(oo_product) < 1e-8               # no correlation, no orbit-orbit energy

# ---- He+ from radial integrals, checked against the Dirac energy
norm_ion = quad(lambda r: r**2 * np.exp(-2 * Z * r), 0, np.inf)[0]
p4_ion = quad(lambda r: (2 * Z - Z**2 * r)**2 * np.exp(-2 * Z * r), 0, np.inf)[0] / norm_ion
ion = np.array([-p4_ion / 8, pi * Z / 2 / (4 * pi * norm_ion), 0, 0])
mp.mp.dps = 40
small = mp.mpf("1e-4")
dirac = (mp.sqrt(1 - (Z * small)**2) - 1) / small**2
dirac_coefficient = float((dirac + Z**2 / 2) / small**2)
assert abs(ion.sum() - dirac_coefficient) < 1e-6
assert abs(ion.sum() + 2) < 1e-8

alpha = constants.fine_structure
to_cm = constants.physical_constants["hartree-inverse meter relationship"][0] / 100
shift = ion.sum() - total_g

print(f"nuclear charge Z = {Z:.0f}; alpha = {alpha:.9f}; alpha^2 = {alpha**2:.6e}")
print("basis sets (zeta in 1/bohr, highest degree):", SETS)
print("convergence: functions, energy (hartree), direct sum, identity sum (alpha^2 hartree)")
for n, e, q in runs:
    print(f"  {n:4d}  {e:.10f}  {q['terms'].sum():.7f}  {q['termsg'].sum():.7f}")
print(f"kinetic energy = {R['T']:.8f} hartree; potential energy = {R['V']:.8f} hartree")
print(f"variance of H = {R['variance']:.2e} hartree^2")
print(f"singlet <s1.s2> = {s1s2:.4f}; contact coefficient / pi = {contact_factor/pi:.4f}")
print(f"<p1^4+p2^4>: direct {R['p4']:.6f}, identity {R['p4g']:.6f} a.u.")
print(f"<delta(r1)+delta(r2)>: direct {R['dn']:.7f}, identity {R['dng']:.7f} bohr^-3")
print(f"  direct minus identity {R['dn']-R['dng']:.2e}, from (H-E)psi {R['gap_n']:.2e} bohr^-3")
print(f"<delta(r12)>: direct {R['de']:.7f}, identity {R['deg']:.7f} bohr^-3")
print(f"  direct minus identity {R['de']-R['deg']:.2e}, from (H-E)psi {R['gap_e']:.2e} bohr^-3")
print("terms in alpha^2 hartree: He direct, He identity, He+, He (identity) minus He+")
for name, a, b, c in zip(("mass-velocity", "Darwin", "contact", "orbit-orbit"),
                         terms, terms_g, ion):
    print(f"  {name:14s} {a:11.6f} {b:11.6f} {c:11.6f} {b-c:11.6f}")
print(f"  {'total':14s} {total:11.6f} {total_g:11.6f} {ion.sum():11.6f} {-shift:11.6f}")
print(f"Dirac alpha^2 coefficient for He+ = {dirac_coefficient:.6f} alpha^2 hartree")
print(f"trial function exp(-{zt} s)(1+{ct} u), orbit-orbit in alpha^2 hartree:")
print(f"  operator form {oo_operator:.7f}, gradient form {oo_gradient:.7f}")
print(f"product function exp(-{zt} s): orbit-orbit = {oo_product:.1e} alpha^2 hartree")
print(f"He correction = {total_g*alpha**2:.5e} hartree = {total_g*alpha**2*to_cm:.4f} cm^-1")
print(f"He+ correction = {ion.sum()*alpha**2:.5e} hartree = {ion.sum()*alpha**2*to_cm:.4f} cm^-1")
print(f"ionization-energy shift = {shift:.5f} alpha^2 hartree")
print(f"  = {shift*alpha**2:.4e} hartree = {shift*alpha**2*to_cm:.4f} cm^-1")
print("all assertions hold")
```

Printed output:

```
nuclear charge Z = 2; alpha = 0.007297353; alpha^2 = 5.325135e-05
basis sets (zeta in 1/bohr, highest degree): [(1.9, 12), (3.6, 9), (7.0, 6)]
convergence: functions, energy (hartree), direct sum, identity sum (alpha^2 hartree)
   136  -2.9037243669  -1.9518406  -1.9518120
   253  -2.9037243767  -1.9517623  -1.9517612
   427  -2.9037243770  -1.9517469  -1.9517558
kinetic energy = 2.90372438 hartree; potential energy = -5.80744875 hartree
variance of H = 2.15e-08 hartree^2
singlet <s1.s2> = -0.7500; contact coefficient / pi = 1.0000
<p1^4+p2^4>: direct 108.176035, identity 108.176141 a.u.
<delta(r1)+delta(r2)>: direct 3.6208568, identity 3.6208586 bohr^-3
  direct minus identity -1.75e-06, from (H-E)psi -1.75e-06 bohr^-3
<delta(r12)>: direct 0.1063457, identity 0.1063454 bohr^-3
  direct minus identity 3.63e-07, from (H-E)psi 3.63e-07 bohr^-3
terms in alpha^2 hartree: He direct, He identity, He+, He (identity) minus He+
  mass-velocity   -13.522004  -13.522018  -10.000000   -3.522018
  Darwin           11.375257   11.375263    8.000000    3.375263
  contact           0.334095    0.334094    0.000000    0.334094
  orbit-orbit      -0.139095   -0.139095    0.000000   -0.139095
  total            -1.951747   -1.951756   -2.000000    0.048244
Dirac alpha^2 coefficient for He+ = -2.000000 alpha^2 hartree
trial function exp(-1.8 s)(1+0.4 u), orbit-orbit in alpha^2 hartree:
  operator form -0.1904325, gradient form -0.1904327
product function exp(-1.8 s): orbit-orbit = 2.0e-16 alpha^2 hartree
He correction = -1.03934e-04 hartree = -22.8108 cm^-1
He+ correction = -1.06503e-04 hartree = -23.3746 cm^-1
ionization-energy shift = -0.04824 alpha^2 hartree
  = -2.5691e-06 hartree = -0.5638 cm^-1
all assertions hold
```
